# The Trap-Free Mott–Gurney Law: Proof, Assumptions and Limits, part 2

May the slope of current density $J$ against squared voltage $V^2$, measured on an insulating layer, be converted into a carrier mobility $\mu$? This is the opening decision. The conversion rests on the Mott–Gurney law, proved earlier:

$$\boxed{J=\frac{9}{8}\,\frac{\varepsilon\mu V^2}{L^3}} \tag{2}$$

Its right side is called $J_{\rm MG}$. The layer has thickness $L$ and permittivity $\varepsilon$. Holes, of charge density $\rho$, enter at $x=0$ and leave at the collector, $x=L$. The field $E=-d\phi/dx$, with potential $\phi$, and $J$ are positive towards $+x$; $V=\phi(0)-\phi(L)$ is the voltage across the layer. The thermal voltage is $V_T=kT/q$, with Boltzmann's constant $k$, temperature $T$ and elementary charge $q$. Formulas are in SI units.

The proof assumes a steady state (A1), holes as the only mobile carriers (A2), no other charge (A3), drift only, $J=\rho\mu E$ (A4), constant $\mu$ and $\varepsilon$ (A5), and an ohmic contact, $E(0)=0$ (A6). If the contact offers only a finite charge density $\rho_c$, the drift model gives a contact field $E_0=E(0)$:

$$E_0=\frac{J}{\mu\rho_c}. \tag{3}$$

**Lemma 3 (a residual contact field costs current).** Under A1–A5 and at fixed $V$, the current density falls as $E_0$ rises from $0$ to $V/L$, and it vanishes at $E_0=V/L$.

So (2) is the largest current the drift model allows in a trap-free, undoped layer.

The example is a hole-only diode with relative permittivity 3, $\mu=10^{-4}$ cm²/Vs, $L=200$ nm, $V=5$ V and $T=300$ K. It has $J_{\rm MG}=93.4$ mA/cm², peak drift field 0.375 MV/cm at the collector and mean hole density $\bar p=3.1\times10^{16}$ cm⁻³. A simulation in time with moving charge sheets confirmed (2) for this diode and for a second one.

The assumptions are now relaxed one at a time, all other parameters held fixed, beginning with the neglect of diffusion.

**Proposition 1.** Let both contacts hold equal hole densities, and let these grow without limit. With diffusion included, the current density is

$$J\to4\pi^2\,\frac{\varepsilon\mu V_TV}{L^3}\quad(V\ll V_T),\qquad
\frac{J}{J_{\rm MG}}-1\approx8.5\left(\frac{V_T}{V}\right)^{2/3}\quad(V\gg V_T), \tag{9}$$

the second expression to leading order.

*Proof.* The current is $J=\mu\rho E-\mu V_T\,d\rho/dx$. Put $\rho=\varepsilon\,dE/dx$ and use the scaled quantities $\xi=x/L$, $e=EL/V_T$, $v=V/V_T$ and $j=JL^3/(\varepsilon\mu V_T^2)$; note that $j$ is now scaled with $V_T$. With primes for $d/d\xi$,

$$j=ee'-e''\quad\Longrightarrow\quad \frac{e^2}{2}-e'=j\xi+c,$$

where $c$ is a constant of integration. Substitute $e=-2u'/u$. Then $e^2/2=2u'^2/u^2$ and $e'=-2u''/u+2u'^2/u^2$, so the squares cancel:

$$u''=\tfrac12(j\xi+c)\,u,\qquad v=\int_0^1e\,d\xi=2\ln\frac{u(0)}{u(1)}.$$

The scaled density is $e'=e^2/2-j\xi-c$. It becomes infinite at a contact if $e$ does, that is, if $u\to0$ there. Inside the layer the field is finite, so $u$ has no zero and may be taken positive. Near the contacts the density tends to $2u'^2/u^2$. Equal densities thus mean $u(0)/u(1)\to|u'(0)/u'(1)|$, and

$$v=2\ln\left|\frac{u'(0)}{u'(1)}\right|. \tag{10}$$

*Low voltage.* At $j=0$ the positive solution that vanishes at both ends is $u=\sin\pi\xi$, with $c=-2\pi^2$. The density is $e'=(-2\pi\cot\pi\xi)'=2\pi^2/\sin^2\pi\xi$. The current can also be written $J=-\mu\rho\,d(\phi+V_T\ln\rho)/dx$. Divide by $\mu\rho$ and integrate; with equal contact densities the logarithms cancel, and $V=J\int_0^L dx/(\mu\rho)$. To first order in $V$ the equilibrium density may be used. In scaled form,

$$v=j\int_0^1\frac{\sin^2\pi\xi}{2\pi^2}\,d\xi=\frac{j}{4\pi^2}.$$

*High voltage.* Let $k^3=j/2$ and $z=k\xi+c/(2k^2)$. Then $\tfrac12(j\xi+c)=k^2z$, and the equation becomes Airy's, $d^2u/dz^2=zu$. Write $z_0$ and $z_1=z_0+k$ for the values at the two contacts. The solution that vanishes at the collector is

$$u=\mathrm{Ai}(z)\,\mathrm{Bi}(z_1)-\mathrm{Bi}(z)\,\mathrm{Ai}(z_1).$$

For large $k$, $\mathrm{Bi}(z_1)$ is very large and $\mathrm{Ai}(z_1)$ very small. The condition $u(0)=0$ then reduces to $\mathrm{Ai}(z_0)=0$. Positivity of $u$ selects the first zero, $z_0=-a$ with $a=2.338$. The Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi$ gives $|u'(1)|=k/\pi$, while $u'(0)\approx k\,\mathrm{Ai}'(-a)\,\mathrm{Bi}(z_1)$. Since $\mathrm{Bi}(z)\approx\pi^{-1/2}z^{-1/4}\exp(\tfrac23z^{3/2})$, equation (10) becomes, apart from terms that grow no faster than $\ln k$,

$$v\approx\tfrac43(k-a)^{3/2}\approx\tfrac43k^{3/2}-2ak^{1/2}.$$

The leading term gives $v^2=\tfrac{16}{9}k^3=\tfrac89j$, the Mott–Gurney law. With the next term,

$$j=2k^3\approx\tfrac98\left(v+2ak^{1/2}\right)^2 .$$

The relative excess is $4ak^{1/2}/v$ to first order. Inserting $k^{1/2}\approx(3v/4)^{1/3}$ gives $4a(3/4)^{1/3}v^{-2/3}=8.5\,v^{-2/3}$. $\square$

At the injecting contact $u$ rises from zero, so $e$ is negative there: the dense hole layer pushes the field back towards the electrode, and diffusion carries the current against it. The field vanishes at the maximum of $u$, which at high voltage lies a little inside the layer. At that plane the current is carried by diffusion alone, so the drift law cannot simply be restarted from there. The current can exceed the maximum of Lemma 3 because that lemma excluded diffusion.

The two laws cross where $4\pi^2v=\tfrac98v^2$, at $v=32\pi^2/9\approx35$, or about 0.9 V at 300 K. Up to a few $V_T$ the trap-free diode obeys Ohm's law, although the layer contains no dopants; the holes come from the contacts. The departure sets in long before the crossing: the current exceeds the ohmic line by about 6 per cent at $5V_T$ and by nearly 20 per cent at $9V_T$. At 5 V the solution of (10) gives $J/J_{\rm MG}=1.29$, where the leading term would give 1.25. At $250\,V_T$ and $1000\,V_T$ the ratios are 1.24 and 1.09. Between these two voltages the excess falls with a mean power of 0.70, near the asymptotic $2/3$. A few volts are thus not deep in the drift limit when both contacts are dense. Other contacts give other corrections: for equal finite hole densities of $10^{20}$, $10^{19}$, $10^{18}$ and $2.3\times10^{17}$ cm⁻³ at the two contacts, the ratio at 5 V is 1.28, 1.26, 1.20 and 1.11.

### Fixed charge and traps

**Proposition 2.** Let the layer also hold a uniform fixed charge density $qN$, with $N$ positive for filled hole traps and negative for ionized acceptors. In the drift model with $E(0)=0$, to first order in $N$,

$$\frac{J}{J_{\rm MG}}\approx1-\frac{N}{\bar p},\qquad \bar p=\frac{3\varepsilon V}{2qL^2}. \tag{11}$$

*Proof.* Gauss's law is now $\varepsilon\,dE/dx=J/(\mu E)+qN$. Let $f=EL/V$, $j=JL^3/(\varepsilon\mu V^2)$ and $r=qNL^2/(\varepsilon V)$. Multiplying by $f$ gives $ff'=j+rf$, so $f^2=2j\xi+2r\int_0^\xi f\,d\xi'$. In the small term use $f\approx\sqrt{2j\xi}$, whose integral is $\tfrac23\sqrt{2j}\,\xi^{3/2}$. The change in $f$ is half the change in $f^2$ divided by $f$, namely $\tfrac23r\xi$. The condition $\int_0^1f\,d\xi=1$ becomes

$$\tfrac23\sqrt{2j}+\tfrac13r=1,\qquad j=\tfrac98\left(1-\tfrac r3\right)^2\approx\tfrac98\left(1-\tfrac{2r}{3}\right).$$

Since $r=\tfrac32N/\bar p$, the bracket is $1-N/\bar p$. $\square$

Fixed positive charge uses up part of the voltage that mobile holes could have used. In the example, filled traps of $10^{16}$ cm⁻³ give $1-1/3.1=0.68$; numerical integration gives 0.69. Acceptors of $10^{15}$ cm⁻³ give 1.03 by both routes.

Partly filled traps can do more harm. If a fixed fraction $\theta$ of the injected holes is free at every point, then $J=\theta\rho\mu E$, and the whole proof goes through with $\mu$ replaced by $\theta\mu$. The curve still follows $V^2/L^3$, but the extracted number is $\theta\mu$, which may lie orders of magnitude below $\mu$. The square law by itself does not show that a layer is trap-free.

### Field-activated mobility

**Proposition 3.** Let $\mu=\mu_0\exp(\gamma\sqrt E)$ and $g=\gamma\sqrt{V/L}$. In the drift model with $E(0)=0$, and relative to (2) with mobility $\mu_0$, $J/J_{\rm MG}\approx1+0.84\,g$ to first order in $g$.

*Proof.* With $f$ as before and $j=JL^3/(\varepsilon\mu_0V^2)$, $ff'=j\exp(-g\sqrt f)\approx j(1-g\sqrt f)$. Let $s=\sqrt{2j}$, so that $f\approx s\xi^{1/2}$ in the small term. Integration gives $f^2\approx s^2\xi-\tfrac45gs^{5/2}\xi^{5/4}$, hence $f\approx s\xi^{1/2}-\tfrac25gs^{3/2}\xi^{3/4}$. Setting the integral of $f$ equal to one,

$$\tfrac23s-\tfrac{8}{35}gs^{3/2}=1,\qquad s\approx\tfrac32\left[1+\tfrac{8}{35}\left(\tfrac32\right)^{3/2}g\right].$$

As $j=s^2/2$, the relative change is $\tfrac{16}{35}(3/2)^{3/2}g=0.84\,g$. $\square$

With $\gamma=10^{-3}$ (cm/V)$^{1/2}$ and $V/L=2.5\times10^5$ V/cm, $g=0.5$. The first-order ratio is 1.42; numerical integration gives 1.52. This effect steepens the curve of $\ln J$ against $\ln V$ beyond slope 2, whereas diffusion flattens it: from $250\,V_T$ to $1000\,V_T$ the mean slope with diffusion is $2+\ln(1.091/1.242)/\ln4=1.91$. Taken separately, the two deviations change the slope in opposite directions, yet both raise the current. A slope near 2 is therefore no proof that (2) yields the right mobility.

### Voltage, heat and the second carrier

A built-in voltage of 0.2 V opposing the bias, treated as a simple subtraction, lowers the current by the factor $(4.8/5)^2=0.92$. The subtraction is exact only in the drift model. With diffusion, and a collector density lower than the injector density by $\exp(-0.2\,\mathrm{V}/V_T)$, the factor relative to equal contacts is 0.93, 0.95 and 0.96 for injector densities of $10^{19}$, $10^{20}$ and $10^{21}$ cm⁻³.

The dissipated power is $JV=0.467$ W/cm². If it all flows through 0.7 mm of glass with conductivity 1 W/(m K) and a back face at 300 K, the layer warms by $4669\times7\times10^{-4}=3.3$ K. For a mobility proportional to $\exp(-E_a/kT)$ with $E_a=0.3$ eV, this raises the current by a factor 1.13 at constant bias, before the feedback of current on heating.

For imperfect injection, (3) gives the hole density at the contact in the drift model. A residual field of $0.1\,V/L$ corresponds to $2.3\times10^{17}$ cm⁻³ and costs 1.3 per cent. Diffusion is left out here; at such a density it can turn the contact field negative, and the current then need not fall short of (2).

The unipolar assumption requires that the collector inject few electrons. Treat the electrons in the electrode as free, with mass $m$, and let $h$ be Planck's constant. There are $2/h^3$ states per volume of space and momentum, filled in the thermal tail by a Boltzmann factor. In the sum of the flux over a barrier $\Phi$, the two momenta along the surface contribute $2\pi mkT$, and the momentum normal to it contributes $kT\exp(-\Phi/kT)$. With the barrier lowered by $\Delta$, this gives $J_e=A T^2\exp[-(\Phi-\Delta)/kT]$ with $A=4\pi qmk^2/h^3$. The lowering $\Delta$ arises because the image energy $-q^2/(16\pi\varepsilon y)$ and the field energy $-qEy$, at distance $y$ from the electrode, have a combined maximum of $-q\sqrt{qE/(4\pi\varepsilon)}$. At the peak drift field $\Delta=0.13$ eV. Keeping $J_e$ below one per cent of $J_{\rm MG}$ then takes a barrier of about 0.7 eV. A collector dense in holes has a higher field at its surface and needs a somewhat higher barrier. Tunnelling from the Fermi level through the triangular barrier $\Phi-qEy$ carries the factor
$$\exp\left[-\frac{2}{\hbar}\int_0^{\Phi/qE}\sqrt{2m(\Phi-qEy)}\,dy\right]=\exp\left[-\frac{4\sqrt{2m}\,\Phi^{3/2}}{3\hbar qE}\right],\qquad \hbar=\frac{h}{2\pi},$$
in the semiclassical approximation. Its exponent is about $-110$ here, so tunnelling from the Fermi level is negligible. Thermally assisted tunnelling just below the top of the barrier is left out; it raises $J_e$ somewhat. The barrier height found here is a rough estimate, since emission into a disordered solid is not emission of free electrons.

### Comparison with real layers

The parameters lie in the regime of amorphous small-molecule hole-transport layers. Roughly, these have relative permittivities near 3, mobilities between $10^{-5}$ and $10^{-3}$ cm²/Vs and thicknesses, in test diodes, of a hundred to a few hundred nanometres, so none of the chosen values is far from typical. The peak drift field is well below a rough breakdown field of a few MV/cm. With about $10^{21}$ molecular sites per cm³, the mean occupation is $3\times10^{-5}$, which supports the non-degenerate treatment away from the contacts if the site energies have a Gaussian width of no more than about $3kT$. At that width the diffusion coefficient exceeds the Einstein value $\mu V_T$ by 3 per cent at this occupation, and at $4kT$ by 14 per cent. The excess is larger at the higher densities near the contacts, so for such disorder the diffusion correction found above is only a guide. For the rough values used here, field activation moves the current by a factor 1.5, diffusion between dense contacts by 1.3 and filled traps by 0.7; partly filled traps can move it much further. A dependence of mobility on carrier density has not been sized. The separate factors should not be multiplied into a prediction, because each was found with the other effects switched off.

For the opening decision, a straight line of $J$ against $V^2$ through the origin is necessary but insufficient. Layers of several thicknesses, made alike and compared at equal $V$, should also follow $L^{-3}$. This test can expose a field-dependent mobility, because $g$ changes with $L$ at fixed $V$, provided the thicknesses are well known: in the example $JL^3$ changes by a factor 1.35 between 100 and 400 nm, as much as a 10 per cent error in the thickness ratio would produce. It does not expose diffusion between dense contacts, whose correction depends on $V/V_T$ alone in the limit of unlimited contact density, nor a constant trapping fraction $\theta$. The first calls for a fit that includes diffusion. Raising the voltage at fixed thickness is a poor substitute: the diffusion excess falls only as $V^{-2/3}$, while $g$ grows as $\sqrt V$ and the dissipated power roughly as $V^3$. The second calls for a separate measurement of the free-carrier mobility.

## Computed results

```
Relative permittivity: 3
Hole mobility: 0.0001 cm2/Vs
Thickness: 200 nm
Voltage: 5 V
Temperature: 300 K
Thermal voltage kT/q: 25.85 mV
Mott-Gurney current density: 93.38 mA/cm2
Same in SI: 933.8 A/m2
Sheet-simulation current density: 93.31 mA/cm2
Second case, simulation/formula: 0.9985
Scaled current from steady equation: 1.125000
Current density at doubled voltage: 373.5 mA/cm2
Current density at doubled thickness: 11.67 mA/cm2
Mean field V/L: 0.25 MV/cm
Peak field at collector: 0.375 MV/cm
Stored charge: 0.09961 uC/cm2
Transit time: 1.067 us
Hole density at collector (drift): 1.554e+16 cm^-3
Mean hole density: 3.109e+16 cm^-3
Simulated charge share in first quarter: 0.4983
Neglected effects: J relative to Mott-Gurney, one at a time
Diffusion, dense equal contacts: 1.291
Diffusion, at V = 250 kT/q: 1.242
Diffusion, at V = 1000 kT/q: 1.091
Decay power of diffusion excess, 250 to 1000 kT/q: 0.7038
Low-voltage scaled conductance: 39.48
Mobility field coefficient: 0.001 (cm/V)^0.5
Field-activated mobility: 1.525
Filled deep-trap density: 1e+16 cm^-3
Filled deep traps: 0.6915
Ionized acceptor density: 1e+15 cm^-3
Ionized acceptors: 1.032
Built-in voltage: 0.2 V
Built-in voltage effect: 0.9216
Contact field 0.1 V/L: 0.9872
Hole density at that contact: 2.302e+17 cm^-3
Contact field 0.5 V/L: 0.7182
Glass thickness: 0.7 mm
Glass thermal conductivity: 1 W/(m K)
Mobility activation energy: 0.3 eV
Dissipated power: 0.4669 W/cm2
Temperature rise across glass: 3.268 K
Heating effect, first estimate: 1.133
Unipolarity and degeneracy
Image-force lowering at collector: 0.1342 eV
Electron barrier for 1% electron current: 0.7332 eV
Tunnelling exponent at that barrier: 114.4
Site density: 1e+21 cm^-3
Mean site occupation: 3.109e-05
```
